# Why a rare-earth magnet may release only R ln 2 on ordering

## Question

I am modelling an antiferromagnet of Nd³⁺ ions ($J=9/2$) that orders at $T_N=5$ K. Each ion has $2J+1=10$ states, so I expected the ordering anomaly in the heat capacity to contain $R\ln 10=19.1$ J/(mol K). When I integrate my calculated $C/T$ from zero to $T_N$, I get less than a third of that. Does this mean that most of the moment fails to order? If not, where is the rest of the entropy?

## Answer

No: the entropy does not measure the moment, and in the model worked out below 99% of the moment orders (how much orders depends on the crystal field, and can be much less). If the first excited crystal-field level lies far above 5 K, the crystal field has already removed most of the entropy before the ions order. What remains at 5 K is the entropy of one doublet, $R\ln 2=5.763$ J/(mol K), and the other $R\ln 5=13.382$ J/(mol K) is recovered at higher temperature, as the excited crystal-field levels become populated.

I divide all energies by $k_B$ and quote them in kelvin. Entropies are per mole of ions, $s=S/R$, and nuclear spins are left out.

### What the sum rule fixes

For a non-degenerate ordered ground state, $S(0)=0$. At temperatures far above every splitting of the multiplet its $2J+1$ states are equally likely, so
$$\int_0^\infty \frac{C}{T}\,dT=R\ln(2J+1).$$
This fixes the total, not the temperature at which it is recovered. A continuous transition also has no latent entropy: "released at the transition" can only mean the integral of $C/T$ over the ordering anomaly.

### Why the lowest level is a doublet

The crystal field is even under time reversal $\Theta$, so $\psi$ and $\Theta\psi$ have the same energy. Could they be the same state? In the usual basis, where $J_y$ is imaginary, $\Theta=e^{-i\pi J_y}\mathcal K$ with $\mathcal K$ complex conjugation. The matrix $e^{-i\pi J_y}$ is then real, and
$$\Theta^2=e^{-2\pi iJ_y}=(-1)^{2J}.$$
If $\Theta\psi=c\psi$, antilinearity gives $\Theta^2\psi=c^*\Theta\psi=|c|^2\psi$. For half-integer $J$ this would have to equal $-\psi$, which is impossible. Every level is therefore at least twofold degenerate: a Kramers doublet. Integer $J$ has no such protection, and its lowest level may be a singlet.

As a concrete case I take a tetragonal field, keeping only two of its five allowed parameters ($B_{40}=B_{60}=B_{64}=0$),
$$H_{\rm cef}=B_{20}\left[3J_z^2-J(J+1)\right]+\tfrac12B_{44}\left(J_+^4+J_-^4\right),$$
with round model values $B_{20}=-5$ K and $B_{44}=0.2$ K. Its five doublets lie at 0, 112.3, 179.9, 305.2 and 315.3 K. The first gap is $\Delta=112.3$ K (9.68 meV), far above $T_N$.

### The count without mean-field theory

Let the exchange energies be much smaller than a temperature $T^*$, and $T^*$ much smaller than $\Delta$. Excited levels then have negligible weight, which leaves the $2^N$ states built from the ground doublets of $N$ ions. Exchange hardly favours one arrangement of neighbouring doublets over another, so the entropy per ion is close to that of equally likely states: $s(T^*)\simeq\ln2$, whatever the pattern of order below.

The leading correction follows from expanding in the exchange energies $\varepsilon$ of those $2^N$ states. With mean $\bar\varepsilon$ and variance $v$,
$$\ln Z=N\ln2-\frac{\bar\varepsilon}{T}+\frac{v}{2T^2}+\dots,\qquad U=T^2\frac{d\ln Z}{dT}=\bar\varepsilon-\frac vT+\dots$$
Adding $\ln Z$ and $U/T$ cancels $\bar\varepsilon$ and gives
$$s=\ln2-\frac{v}{2NT^2}+\dots$$

I tested the plateau on an open chain of three ions, keeping all $10^3$ states and an isotropic coupling $0.05\,\mathbf J_i\cdot\mathbf J_j$ (in K) between neighbours. At 12 K the entropy per ion is $0.9980\ln2$. The corrections account for the difference:

- The doublet has $\langle J_z\rangle=\pm4.455$, so a bond has energy $\pm0.05\times4.455^2=\pm0.99$ K. Two bonds give $v=1.97$ K² and lower $s$ by $1.97/(2\cdot3\cdot12^2)=0.0023$.
- Thermal excitation across $\Delta$ raises $s$ by 0.0009, by the formula derived below.

The net change, $-0.0014$, is $-0.2\%$ of $\ln2$.

### What mean-field theory adds

Write the exchange as $-\frac12\sum_{ij}I_{ij}J_{z,i}J_{z,j}$ and replace each product by $MJ_{z,i}+MJ_{z,j}-M^2$, where $M=\langle J_z\rangle$. With $I=\sum_jI_{ij}$, the energy per ion is
$$H=H_{\rm cef}-IMJ_z+\tfrac12IM^2.$$
For an antiferromagnet with two equivalent sublattices, $M$ is the staggered value and the signs of the two sublattices are absorbed into $I$; the one-ion problem is the same.

The free energy per ion is
$$f(M,T)=\tfrac12IM^2-T\ln{\rm Tr}\,e^{-(H_{\rm cef}-IMJ_z)/T}.$$
Its stationarity condition is $\partial f/\partial M=I(M-\langle J_z\rangle)=0$. For small $M$, $\langle J_z\rangle=\chi IM$, where $\chi$ is the susceptibility of the non-interacting ion, so order begins at $I\chi(T_N)=1$.

Because $\partial f/\partial M=0$, the total derivative $s=-df/dT$ reduces to $-\partial f/\partial T$ at fixed $M$. At a continuous transition $M\to0$, and therefore
$$S(T_N)=S_{\rm cef}(T_N).$$
In mean-field theory the entropy at $T_N$ is that of the bare crystal-field levels. The exchange constant enters only by setting $T_N$.

For an isolated doublet with $\langle J_z\rangle=\pm m$, the whole curve below $T_N$ is explicit. Let $y=ImM/T$. The two probabilities are $p_\pm=e^{\pm y}/(2\cosh y)$, and
$$s=-\sum_\pm p_\pm\ln p_\pm=\ln(2\cosh y)-y\tanh y.$$
This is $\ln2$ at $y=0$. For large $y$ both terms approach $y$, and $s\to0$. The susceptibility is $\chi=m^2/T$, so $T_N\simeq Im^2$. With $I=0.2517$ K this gives $0.2517\times4.455^2=5.00$ K, as it should.

Solving the full ten-state problem self-consistently and summing $dU/T$ up to $T_N$ gives 5.763 J/(mol K). The crystal-field levels alone give the same value.

### Little entropy does not mean little moment

Entropy counts the states that are accessible; the moment depends on which states they are. Here the ground doublet is mostly $|\pm9/2\rangle$. With the Landé factor $g=0.7273$ (from $L=6$, $S=3/2$), the low-temperature ordered moment is $0.7273\times4.458=3.242\,\mu_B$. The largest possible value is $gJ=3.273\,\mu_B$. Thus 99% of the moment orders while 30% of $R\ln10$ is released. The 99% belongs to this easy-axis field. With $B_{20}=+20$ K and the same $B_{44}$, the gap is almost unchanged (111.4 K) and order in the plane at 5 K again releases $R\ln2$, but the mean-field moment is only $1.95\,\mu_B$, 60% of $gJ$. The same entropy goes with very different moments.

### How isolated must the doublet be?

Take two doublets separated by $\Delta$, and let $x=\Delta/T$. Then
$$Z=2(1+e^{-x}),\qquad \frac UT=\frac{xe^{-x}}{1+e^{-x}}=\frac{x}{e^x+1},$$
$$s=\ln Z+\frac UT=\ln2+\ln(1+e^{-x})+\frac{x}{e^x+1}.$$
For large $x$ the excess over $\ln2$ is $(1+x)e^{-x}$. It reaches 1% of $\ln2$ at $x=7.06$, so for two doublets in mean-field theory the $R\ln2$ rule holds to 1% when $\Delta>7.06\,T_N$. The model magnet with $T_N=5$ K has $\Delta/T_N=22.46$.

Now keep the crystal field fixed and strengthen the exchange until $T_N=60$ K, so that $\Delta/T_N=1.87$. The entropy at $T_N$ becomes 10.780 J/(mol K), or 1.87 times $R\ln2$ (the repeated 1.87 is a coincidence). The two-doublet formula gives about 9.0 J/(mol K); the three higher doublets supply the rest. The ordered moment, $3.255\,\mu_B$, has changed by only 0.4%. The released entropy is therefore no measure of the moment.

### Where the other R ln 5 appears

Above $T_N$, mean-field theory leaves independent ions with level probabilities $p_i\propto e^{-E_i/T}$. Differentiation gives $dp_i/dT=p_i(E_i-U)/T^2$, so
$$\frac CR=\sum_iE_i\frac{dp_i}{dT}=\frac{\langle E^2\rangle-\langle E\rangle^2}{T^2}.$$
This is the Schottky heat capacity. Integrating $C/T$ upwards from 5 K gives 13.382 J/(mol K), which is the missing $R\ln5$. In this level scheme the four excited doublets produce a single broad maximum, 7.61 J/(mol K) at 68.9 K, not four separate peaks.

The last part is recovered slowly. Let $\kappa_1,\kappa_2,\kappa_3$ be the mean, variance and third central moment of the ten equally weighted levels. At high temperature
$$\ln Z=\ln10-\frac{\kappa_1}{T}+\frac{\kappa_2}{2T^2}-\frac{\kappa_3}{6T^3}+\dots,$$
$$\frac UT=T\frac{d\ln Z}{dT}=\frac{\kappa_1}{T}-\frac{\kappa_2}{T^2}+\frac{\kappa_3}{2T^3}+\dots,$$
and the sum is
$$s=\ln10-\frac{\kappa_2}{2T^2}+\frac{\kappa_3}{3T^3}+\dots$$
With $\kappa_2=14186$ K², the second term at 300 K is 0.079, or 0.66 J/(mol K). The full calculation gives a deficit of $19.145-18.480=0.665$ J/(mol K). The closeness is partly a cancellation: the $\kappa_3$ term adds 0.046 J/(mol K) to the deficit and the next term, of order $T^{-4}$, removes 0.035. Even at room temperature the entropy is 96.5% of $R\ln10$; 99% is reached at 561 K.

### Short-range order above the transition

Mean-field theory puts all of $R\ln2$ below $T_N$. Real neighbours are already correlated above it. The transverse matrix element of this doublet is 0.124, against 4.455 along $z$, so for isotropic exchange the doublets are nearly Ising spins $\sigma=\pm1$. Let $K$ be the bond energy divided by $T$. On a bipartite lattice in zero field the sign of the coupling does not matter, since one sublattice can be flipped.

On a lattice without loops the products $\sigma\sigma'$ on different bonds are independent. Each bond multiplies $Z$ by $\cosh K$ and contributes $-K\tanh K$ to $U/T$. With $z/2$ bonds per interior site, the disordered phase has
$$s=\ln2+\frac z2\left(\ln\cosh K-K\tanh K\right).$$
To find where order begins, sum over an outer spin $\sigma'$ in a field $h$ (divided by $T$). It acts on its inner neighbour as a field $u$, with
$$e^{2u}=\frac{\cosh(K+h)}{\cosh(K-h)}\quad\Rightarrow\quad\tanh u=\tanh K\tanh h.$$
The outer spin receives such fields from its own $z-1$ outer neighbours, so $h=(z-1)u$. A small $u$ can sustain itself once $(z-1)\tanh K=1$. For $z=6$ this means $K=0.203$, and the entropy at ordering is $0.913\,R\ln2$: about 9% of the doublet entropy lies above $T_N$.

Loops can make the effect much larger, as the square lattice shows. Its high-temperature series sums closed polygons with weight $\tanh K$ per edge. Its low-temperature series sums domain walls, which are also closed polygons, with weight $e^{-2K}$ per edge. If there is a single transition, it lies where the weights agree:
$$\tanh K=e^{-2K}\;\Rightarrow\;e^{2K}-1=1+e^{-2K}\;\Rightarrow\;\sinh2K=1.$$
At this $K$, the largest transfer-matrix eigenvalue $\Lambda$ of a periodic strip of width $w$ gives $\ln Z$ per site as $\ln\Lambda/w$, and $s=(1-K\,d/dK)\ln\Lambda/w$. Widths 8 and 10 give $0.4481\ln2$ and $0.4459\ln2$; extrapolation in $1/w^2$ gives $0.442\ln2$. The loop-free estimate for the same $z=4$ is $0.837\ln2$. A layered Ising magnet can thus release less than half of $R\ln2$ below $T_N$, and the 9% for $z=6$, which leaves out loops, is too low for a three-dimensional lattice: the simple cubic Ising model orders at $K\approx0.222$ with an entropy of about $0.8\,R\ln2$, so about 20% lies above $T_N$.

This entropy is displaced, not lost. For the model magnet with $T_N=5$ K I would integrate to about 15 K. There the short-range-order deficit $zK^2/4$, with $z=6$ and $K=0.203/3$, is about 1% of $\ln2$, and the crystal-field excess is about 0.7%. With loops included the deficit at $3T_N$ is 1.2% for the simple cubic lattice but still 3.3% for the square lattice, so a layered magnet needs a higher upper limit. These figures concern the magnetic entropy alone. In measured data the lattice part must be subtracted first: for a rough Debye temperature of 150 K it has reached 0.64 J/(mol K) per mole of atoms at 15 K, which is 11% of $R\ln2$.

### Comparison with real materials

The parameters here describe no particular compound. In a real material the isolation of the doublet must be checked: excited levels that are populated at $T_N$ raise the entropy there, by 87% in the 60 K case above.

The lattice is the main obstacle to seeing the Schottky part. For a rough Debye temperature of 150 K, and per mole of atoms, its entropy at 5 K is 0.024 J/(mol K), which is negligible beside $R\ln2$. At the Schottky maximum its heat capacity is about 20 J/(mol K), against 7.61 for the magnetic part. A 10% error in the subtracted lattice term would then be about a quarter of the magnetic signal, and more if the compound has several atoms per rare-earth ion. A good non-magnetic reference is essential.

Two other terms are small beside the magnetic entropy. Conduction electrons with a rough coefficient of 5 mJ/(mol K²) add 0.025 J/(mol K) at 5 K, about as much as the lattice, and 1.5 J/(mol K) at 300 K, where the lattice has about 51 J/(mol K). The next multiplet, $J=11/2$ at roughly 2700 K, adds about 0.02 J/(mol K) at 300 K. Moving it by 200 K either way changes this by nearly a factor of two, but it stays negligible.

### When the number is not R ln 2

The same counting gives $R\ln g_0$ for an isolated lowest level of degeneracy $g_0$: $R\ln4$ for a quartet, and nothing for a singlet. If the ordered ground state keeps an entropy $S(0)$ per mole, the integral of $C/T$ is smaller by $S(0)$. If the transition is first order, its latent heat divided by $T_N$ must be added to the integral. The numerical output below lists the values for both magnets.

## Computed values

```
J = 4.5, states = 10, Lande g = 0.7273
B20 = -5.0 K, B44 = 0.2 K
CEF doublets: 0.0, 112.3, 179.9, 305.2, 315.3 K
first gap = 112.3 K = 9.68 meV
random CEF, J=9/2: largest pair splitting = 1.1e-12
random CEF, J=4: smallest level spacing = 1.2e-01
R ln 2 = 5.763 J/(mol K)
R ln 5 = 13.382 J/(mol K)
R ln 10 = 19.145 J/(mol K)
ln 2 / ln 10 = 0.3010
doublet <Jz> = 4.455, transverse <Jx> = 0.124
magnet A: T_N = 5 K, gap/T_N = 22.46
  exchange constant I = 0.2517 K
  low-T <Jz> = 4.458, moment = 3.242 mu_B
  S(T_N), integral of dU/T = 5.763 J/(mol K)
  S(T_N), CEF levels only = 5.763 J/(mol K)
  S(T_N)/(R ln 2) = 1.0000
magnet B: T_N = 60 K, gap/T_N = 1.87
  exchange constant I = 3.3203 K
  low-T <Jz> = 4.475, moment = 3.255 mu_B
  S(T_N), integral of dU/T = 10.780 J/(mol K)
  S(T_N), CEF levels only = 10.780 J/(mol K)
  S(T_N)/(R ln 2) = 1.8705
free-ion full moment g*J = 3.273 mu_B
gap/T_N for 1% excess over R ln 2 = 7.06
three ions: pair coupling = 0.05 K, T = 12.0 K
  entropy per ion/(R ln 2) = 0.9980
magnet A, entropy above T_N = 13.382 J/(mol K)
Schottky maxima above T_N: 1
highest maximum: T = 68.9 K, C = 7.61 J/(mol K)
CEF level variance = 14186 K^2
S_CEF(300 K) = 18.480 J/(mol K)
  share of R ln 10 = 0.9653
90% of R ln 10 at 172 K, 99% at 561 K
Ising entropy at ordering / (R ln 2):
  loop-free z=6: 0.9129
  loop-free z=4: 0.8366
  square lattice (strips): 0.4421
  strip widths 8, 10: 0.4481, 0.4459
rough inputs: Debye 150 K, gamma 5 mJ/(mol K^2)
lattice S at T_N = 0.0240 J/(mol K)
lattice S at 300 K = 50.70 J/(mol K)
lattice C at Schottky maximum = 19.90 J/(mol K)
electron S at T_N = 0.025 J/(mol K)
electron S at 300 K = 1.50 J/(mol K)
J=11/2 at rough 2700 K adds 0.0199 J/(mol K) at 300 K
```
